# Sauter's K-Shell Photoelectron Distribution and the First-Order Coulomb Final State

## Choosing the final state

A calculation of fast photoelectrons from a K shell must settle what to use for the outgoing electron. A plane wave is tempting: the electron is fast, the nuclear charge is small, and the accurate bound orbital seems to carry the important physics. The derivation below shows that this choice loses part of the leading amplitude. At lowest order in $Z\alpha$, for fluorine at a photon energy of 766 keV, and in the transverse gauge used below, it predicts strong emission in the forward direction, where the correct intensity is zero, and an integrated cross section that is 51% too large.

## Assumptions and normalization

We use $\hbar=m=c=1$ and $e^2=\alpha$. Two independent K electrons move in the field $V=-\eta/r$ of a point nucleus, with $\eta=Z\alpha$. Screening, nuclear size and recoil are left out. The final electron has energy $\gamma$, momentum $\mathbf p$ and speed $\beta=p/\gamma$. The photon has momentum $\mathbf k=k\mathbf n$ and real linear polarization $\mathbf e\perp\mathbf n$. The limit is $\eta\to0$ at fixed $\gamma$, which requires $\eta\ll\beta$.

The 1s energy is $\sqrt{1-\eta^2}=1+O(\eta^2)$, so at lowest order
$$k=\gamma-1,\qquad p^2=\gamma^2-1=k(\gamma+1)=k^2+2k. \tag{1}$$
With $\theta$ the angle between $\mathbf p$ and $\mathbf n$, the nucleus supplies the momentum $\mathbf q=\mathbf p-\mathbf k$. From (1),
$$q^2=p^2+k^2-2pk\cos\theta=2k(\gamma-p\cos\theta)=2k\gamma D,\qquad D=1-\beta\cos\theta. \tag{2}$$

One photon per unit volume has flux 1 and absorption amplitude $\sqrt{2\pi/k}\,\mathbf e\,e^{i\mathbf k\cdot\mathbf r}$ in the vector potential. The transition matrix element is therefore $e\sqrt{2\pi/k}\,M$, with
$$M=\int d^3r\,\psi_f^\dagger\,\boldsymbol\alpha\cdot\mathbf e\,e^{i\mathbf k\cdot\mathbf r}\psi_i. \tag{3}$$
Since $p\,dp=\gamma\,d\gamma$, the density of final states is $p\gamma\,d\Omega/(2\pi)^3$. The golden rule gives
$$\frac{d\sigma}{d\Omega}=2\pi\,\frac{2\pi\alpha}{k}\,\frac{p\gamma}{(2\pi)^3}\sum|M|^2=\frac{\alpha p\gamma}{2\pi k}\sum|M|^2. \tag{4}$$
Plane-wave spinors satisfy $u^\dagger u=1$. The sum runs over final spins and both K electrons.

## Two places for one Coulomb transfer

At zeroth order the bound electron is at rest and the final electron is a plane wave. Their overlap in (3) requires $\mathbf q=0$, which (2) forbids. One transfer from the nucleus is thus the minimum, and it may act before or after the photon is absorbed.

### Transfer before absorption

Write $h_{\mathbf q}=\boldsymbol\alpha\cdot\mathbf q+\beta_D$, where $\beta_D$ is the Dirac matrix, so that $h_{\mathbf q}^2=1+q^2$. The potential has the transform $V(q)=-4\pi\eta/q^2$. In momentum space the bound state obeys
$$(1-h_{\mathbf q})\psi_i(\mathbf q)=\int\frac{d^3l}{(2\pi)^3}V(\mathbf q-\mathbf l)\psi_i(\mathbf l). \tag{5}$$
Most of $\psi_i(\mathbf l)$ lies at $l\sim\eta\ll q$. We may therefore take $V(q)$ outside the integral. What remains is the wave function at the origin, $Nu_0$, with $N^2=\eta^3/\pi$ and $\beta_Du_0=u_0$. The weak singularity of the Dirac 1s function at the origin affects higher orders in $\eta$.

Because $(1-h_{\mathbf q})(1+h_{\mathbf q})=-q^2$, the inverse of $1-h_{\mathbf q}$ is $-(1+h_{\mathbf q})/q^2$. Hence
$$\psi_i(\mathbf q)=\frac{4\pi\eta N}{q^4}(1+h_{\mathbf q})u_0=\frac{4\pi\eta N}{q^4}(2+\boldsymbol\alpha\cdot\mathbf q)u_0. \tag{6}$$
The second term is the small component. It cannot be dropped, even at low speed: $\boldsymbol\alpha\cdot\mathbf e$ joins it to the large component of the final electron, but joins the first term only to the small one. With a plane-wave final state, (3) gives $M_1=u_p^\dagger\,\boldsymbol\alpha\cdot\mathbf e\,\psi_i(\mathbf q)$, which is of order $\eta N$.

### Transfer after absorption

The first-order part of the final wave satisfies $(\gamma-h_{\mathbf p'})\psi_f^{(1)}(\mathbf p')=V(\mathbf p'-\mathbf p)u_p$. Since $\gamma^2-h_{\mathbf p'}^2=p^2-p'^2$,
$$\psi_f^{(1)}(\mathbf p')=\frac{\gamma+h_{\mathbf p'}}{p^2-p'^2}\,V(\mathbf p'-\mathbf p)\,u_p. \tag{7}$$
The incoming-wave condition fixes how the pole at $p'=p$ is passed. It plays no part at lowest order in $\eta$: the bound electron brings almost no momentum, so the photon vertex selects $\mathbf p'=\mathbf k$, and $p^2-k^2=2k$ by (1). Integrating over the bound momentum again gives $Nu_0$, and
$$M_2=-\frac{4\pi\eta N}{q^2}\,u_p^\dagger\frac{\gamma+h_{\mathbf k}}{2k}\,\boldsymbol\alpha\cdot\mathbf e\,u_0. \tag{8}$$
This is also of order $\eta N$. The final-state distortion is small compared with the plane wave, but it meets the large, low-momentum part of the bound state. The plane wave meets only the tail, which is itself proportional to $\eta$. The two small factors are of the same order in $\eta$.

As $\beta_D$ anticommutes with $\boldsymbol\alpha\cdot\mathbf e$, we have $(\gamma+\beta_D)\boldsymbol\alpha\cdot\mathbf e\,u_0=(\gamma-1)\boldsymbol\alpha\cdot\mathbf e\,u_0=k\,\boldsymbol\alpha\cdot\mathbf e\,u_0$. Adding $M_1$ and $M_2$,
$$M=\frac{4\pi\eta N}{q^2}u_p^\dagger\left[\boldsymbol\alpha\cdot\mathbf e\,\frac{2+\boldsymbol\alpha\cdot\mathbf q}{q^2}-\frac12(1+\boldsymbol\alpha\cdot\mathbf n)\boldsymbol\alpha\cdot\mathbf e\right]u_0. \tag{9}$$

### Gauge invariance needs both terms

A pure gauge photon replaces $\boldsymbol\alpha\cdot\mathbf e$ by $\boldsymbol\alpha\cdot\mathbf n-1$ and must give zero. The replacement is made in $M_1=u_p^\dagger\,\boldsymbol\alpha\cdot\mathbf e\,\psi_i(\mathbf q)$ and in (8), before the anticommutation that led to (9). For the first term, use $k(\boldsymbol\alpha\cdot\mathbf n-1)=(h_{\mathbf p}-\gamma)-(h_{\mathbf q}-1)$. The first bracket vanishes on $u_p^\dagger$, leaving
$$-u_p^\dagger\frac{(h_{\mathbf q}-1)(h_{\mathbf q}+1)}{q^2}u_0=-u_p^\dagger u_0.$$
For the second, $k(\boldsymbol\alpha\cdot\mathbf n-1)u_0=(h_{\mathbf k}-\gamma)u_0$, which gives
$$-u_p^\dagger\frac{(\gamma+h_{\mathbf k})(h_{\mathbf k}-\gamma)}{2k}u_0=\frac{\gamma^2-1-k^2}{2k}u_p^\dagger u_0=+u_p^\dagger u_0.$$
Both lines omit the common factor $4\pi\eta N/(kq^2)$. The terms cancel in the sum, and neither vanishes alone.

## Reduction to two-component spinors

Let $u_0=(w,0)$ and
$$u_p=\sqrt{\frac{\gamma+1}{2\gamma}}\begin{pmatrix}\chi\\ \dfrac{\boldsymbol\sigma\cdot\mathbf p}{\gamma+1}\chi\end{pmatrix}.$$
An even number of $\boldsymbol\alpha$ matrices leaves $u_0$ in the upper components, and an odd number moves it to the lower ones. The spinor factor in (9) is thus $\sqrt{(\gamma+1)/2\gamma}\;\chi^\dagger Aw$, with
$$A=\frac{\boldsymbol\sigma\cdot\mathbf e\,\boldsymbol\sigma\cdot\mathbf q}{q^2}-\frac12\boldsymbol\sigma\cdot\mathbf n\,\boldsymbol\sigma\cdot\mathbf e+\left(\frac2{q^2}-\frac12\right)\frac{\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf e}{\gamma+1}. \tag{10}$$
Insert $\mathbf q=\mathbf p-k\mathbf n$, and reorder with $\boldsymbol\sigma\cdot\mathbf e\,\boldsymbol\sigma\cdot\mathbf p=2\mathbf e\cdot\mathbf p-\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf e$ and $\boldsymbol\sigma\cdot\mathbf e\,\boldsymbol\sigma\cdot\mathbf n=-\boldsymbol\sigma\cdot\mathbf n\,\boldsymbol\sigma\cdot\mathbf e$. The coefficient of $\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf e$ becomes
$$-\frac1{q^2}+\frac{2/q^2-1/2}{\gamma+1}=-\frac{k/q^2+1/2}{\gamma+1}.$$
With $x=k/q^2=1/(2\gamma D)$,
$$A=\frac{2\mathbf e\cdot\mathbf p}{q^2}+\boldsymbol\sigma\cdot\mathbf v\,\boldsymbol\sigma\cdot\mathbf e,\qquad \mathbf v=\left(x-\tfrac12\right)\mathbf n-\frac{x+\frac12}{\gamma+1}\mathbf p. \tag{11}$$

Since $\boldsymbol\sigma\cdot\mathbf v\,\boldsymbol\sigma\cdot\mathbf e=\mathbf v\cdot\mathbf e+i\boldsymbol\sigma\cdot(\mathbf v\times\mathbf e)$ and $|\mathbf v\times\mathbf e|^2=v^2-(\mathbf v\cdot\mathbf e)^2$, the sum over both spins is
$$\operatorname{Tr}A^\dagger A=2\left[\frac{4(\mathbf e\cdot\mathbf p)^2}{q^4}+\frac{4(\mathbf e\cdot\mathbf p)(\mathbf v\cdot\mathbf e)}{q^2}+v^2\right]. \tag{12}$$

To find $v^2$, use $p^2/(\gamma+1)=\gamma-1$ and $p\cos\theta=\gamma-1/(2x)$:
$$\begin{aligned}(\gamma+1)v^2&=(x-\tfrac12)^2(\gamma+1)+(x+\tfrac12)^2(\gamma-1)-2(x^2-\tfrac14)\left(\gamma-\frac1{2x}\right)\\&=\left[\gamma(2x^2+\tfrac12)-2x\right]+\left[-2\gamma x^2+\frac\gamma2+x-\frac1{4x}\right]=\gamma-x-\frac1{4x}.\end{aligned}$$
On the other hand,
$$xp^2\sin^2\theta=x\left[\gamma^2-1-\left(\gamma-\frac1{2x}\right)^2\right]=\gamma-x-\frac1{4x}.$$
Therefore
$$v^2=\frac{xp^2\sin^2\theta}{\gamma+1}. \tag{13}$$

Let $\phi$ be the azimuth of $\mathbf p$ from $\mathbf e$, so $\mathbf e\cdot\mathbf p=p\sin\theta\cos\phi$. By (11), $\mathbf v\cdot\mathbf e=-(x+\frac12)\mathbf e\cdot\mathbf p/(\gamma+1)$. Multiplying (12) by $(\gamma+1)/2\gamma$ gives the spin sum
$$\begin{aligned}S&=\frac{p^2\sin^2\theta}{\gamma}\left\{x+\cos^2\phi\left[\frac{4x^2(\gamma+1)}{k^2}-\frac{4x^2+2x}{k}\right]\right\}\\&=\frac{xp^2\sin^2\theta}{\gamma}\left[1+\cos^2\phi\left(\frac{8x}{k^2}-\frac2k\right)\right],\end{aligned} \tag{14}$$
where $\gamma+1-k=2$ was used.

## The angular distribution

From (4), (9) and $N^2=\eta^3/\pi$,
$$\frac{d\sigma}{d\Omega}=\frac{\alpha p\gamma}{2\pi k}\,\frac{16\pi^2\eta^2N^2}{q^4}S=8\alpha\eta^5\,\frac{p\gamma}{k}\,\frac{x^2}{k^2}S. \tag{15}$$
The classical electron radius is $r_e=\alpha$ in these units, so $\alpha\eta^5=Z^5\alpha^4r_e^2$. Substituting (14) and $x=1/(2\gamma D)$,
$$\frac{d\sigma}{d\Omega}=Z^5\alpha^4r_e^2\frac{\beta^3\sin^2\theta}{k^3D^3}\left[1+\cos^2\phi\left(\frac4{\gamma k^2D}-\frac2k\right)\right]. \tag{16}$$
For unpolarized light $\cos^2\phi\to\frac12$. The bracket becomes $1-1/k+2/(\gamma k^2D)$. Taking out the last term and using $k-1=\gamma-2$ yields Sauter's formula:
$$\frac{d\sigma}{d\Omega}=2Z^5\alpha^4r_e^2\frac{\beta^3\sin^2\theta}{\gamma k^5D^4}\left[1+\tfrac12\gamma(\gamma-1)(\gamma-2)D\right]. \tag{17}$$

## What a plane-wave final state gives

Dropping $M_2$ removes the terms with $\frac12$ from (10) and (11), so $\mathbf v$ is replaced by $\mathbf v_0=x\mathbf n-x\mathbf p/(\gamma+1)$. Its square is
$$v_0^2=x^2\left[1+\frac{\gamma-1}{\gamma+1}-\frac{2p\cos\theta}{\gamma+1}\right]=\frac{2x^2(\gamma-p\cos\theta)}{\gamma+1}=\frac{x}{\gamma+1}, \tag{18}$$
with no factor $\sin^2\theta$. In the other terms of (12), the coefficients of $(\mathbf e\cdot\mathbf p)^2$ combine as $4x^2/k^2-4x^2/[k(\gamma+1)]=8x^2/[k^2(\gamma+1)]$. After the polarization average the spin sum is $S_0=[x+4x^2p^2\sin^2\theta/k^2]/\gamma$, and (15) gives
$$\left.\frac{d\sigma}{d\Omega}\right|_{\text{bound only}}=Z^5\alpha^4r_e^2\frac{p}{\gamma^3k^3D^3}\left[1+\frac{2p^2\sin^2\theta}{\gamma k^2D}\right]. \tag{19}$$
This result belongs to the transverse gauge used here; without $M_2$ gauge invariance is lost.

**Low speed.** Dividing (19) by (17),
$$\frac{\text{bound only}}{\text{Sauter}}=\frac{1+\gamma k^2D/(2p^2\sin^2\theta)}{1+\frac12\gamma k(\gamma-2)D}\simeq1+\beta^2\left[\frac14+\frac1{8\sin^2\theta}\right], \tag{20}$$
since $k\simeq\beta^2/2$ and $p\simeq\beta$. The expansion holds away from $\theta=0,\pi$ and still needs $\eta\ll\beta$. Both formulas then tend to $64Z^5\alpha^4r_e^2\beta^{-7}\sin^2\theta$. Away from these two directions the final-state term fades because it carries extra powers of the speed, while its order in $\eta$ is unchanged.

**High energy.** For $\gamma\gg1$ the emission is concentrated at $\theta\sim1/\gamma$. Put $u=\gamma^2\theta^2$, so $D\simeq(1+u)/(2\gamma^2)$. In units of $Z^5\alpha^4r_e^2$, (17) and (19) become
$$\frac{8\gamma u}{(1+u)^3}\qquad\text{and}\qquad\frac{8\gamma}{(1+u)^3}. \tag{21}$$
The first peaks at $u=\frac12$, the second at $u=0$. With $d\Omega\simeq\pi\,du/\gamma^2$, and both integrals $\int_0^\infty u(1+u)^{-3}du$ and $\int_0^\infty(1+u)^{-3}du$ equal to $\frac12$, each integrates to $4\pi/\gamma$. Agreement of integrated cross sections at high energy therefore does not establish that the angular distribution is right.

## Fluorine at $\gamma=2.5$

For $Z=9$, $\eta=0.0657$. The lowest-order photon energy is $k=1.5$, or 766.5 keV, with $\beta=0.9165$ and $p=2.291$. The scale $Z^5\alpha^4r_e^2$ is 13.30 μb. At $60^\circ$, $D=1-0.4583=0.5417$, and (17) gives
$$13.30\times\frac{2(0.770)(0.750)}{2.5(7.594)(0.0861)}\times\left[1+0.9375(0.5417)\right]\simeq14.2\ \text{μb/sr}.$$

The last column below uses Dirac–Coulomb partial waves in the same bare nuclear field, without expansion in $\eta$ and at the same final energy $\gamma=2.5$, so that its photon energy $\gamma-\sqrt{1-\eta^2}$ lies about 1.1 keV above the lowest-order value. Values are in μb/sr.

| $\theta$ | Sauter | Bound only | Partial waves |
|---:|---:|---:|---:|
| 0° | 0 | 993 | 0.83 |
| 15° | 462 | 800 | 380 |
| 30° | 178 | 215 | 148 |
| 60° | 14.2 | 13.0 | 12.0 |
| 90° | 2.09 | 1.66 | 1.82 |
| 150° | 0.070 | 0.126 | 0.065 |

Sauter's maximum is 464 μb/sr ($1.66\times10^{-11}\,a_0^2$/sr) at $14.2^\circ$. The integrated cross section is 422 μb ($1.51\times10^{-11}\,a_0^2$), against 637 μb for the bound-only formula.

At the tabulated angles from $15^\circ$ to $150^\circ$ the partial-wave values lie 7 to 18% below Sauter's. This exceeds $\eta$ itself. The dependence on $\eta$ was examined at $60^\circ$, where the coefficient of the next order is not small: at $\eta=0.015$ the ratio to Sauter is 0.961, a deficit of about $2.6\eta$. Formula (17) is thus a limiting law, and even for fluorine it is not a percent-level prediction of this model at $\gamma=2.5$. Screening is a separate omission, which this comparison does not measure.

At $60^\circ$ and $90^\circ$ the bound-only value happens to lie closer to the partial-wave value than Sauter's does. The limit $\eta\to0$ shows that this is a partial cancellation of errors. Tests extrapolating the partial-wave results to zero coupling reproduce (17) to about 0.1% at $20^\circ$, $60^\circ$ and $120^\circ$, for $\gamma=1.5$ and $2.5$. With the potential removed from the final state alone, the $\gamma=2.5$ results extrapolate instead to (19), including its forward emission, within 0.1%. The numerical output lists these ratios.

## The forward zero

At $\theta=0$ the bound-state and final-state parts of $\mathbf v$ cancel, as (13) shows. This is not a selection rule. A photon of helicity $+1$ can take an electron with spin projection $-\frac12$ along $\mathbf n$ to a forward electron with projection $+\frac12$, which conserves angular momentum.

Higher orders in $\eta$ can therefore fill the zero. An amplitude smaller by one factor $\eta$ gives an intensity smaller by $\eta^2$, relative to the scale $Z^5\alpha^4r_e^2$. In the partial-wave results, doubling $\eta$ from 0.015 to 0.030 raises the scaled forward intensity by a factor of 3.8, close to the expected 4. For fluorine it remains below 1 μb/sr, while the lowest-order plane-wave result (19) is nearly 1000. A calculation of the angular distribution at relativistic speeds therefore needs at least the first-order Coulomb final state, and higher orders, which Coulomb partial waves include, when corrections of relative order $Z\alpha$ matter.

## Computed values

```
F nuclear charge Z = 9
Z alpha = 0.065676
final energy gamma = 2.500 mc^2
photon energy, lowest order = 766.498 keV
electron speed beta = 0.916515 c
electron momentum p = 2.291288 mc
Z^5 alpha^4 r_e^2 = 13.296503 microbarn
angle/deg; Sauter; bound-only; all-orders, microbarn/sr
  0.0     0.000000   992.887652     0.825564
 15.0   462.032679   799.878562   380.336069
 30.0   177.716049   214.742196   147.541252
 45.0    46.750253    48.407089    39.260277
 60.0    14.159494    13.023974    12.037046
 90.0     2.089449     1.656153     1.818545
120.0     0.423384     0.365164     0.376302
150.0     0.069840     0.126149     0.064787
Sauter peak angle = 14.2338 degree
Sauter peak = 463.944456 microbarn/sr
Sauter peak = 1.656776e-11 a0^2/sr
Sauter integrated = 421.588095 microbarn
Sauter integrated = 1.505518e-11 a0^2
bound-only integrated = 636.505343 microbarn
bound-only/Sauter integrated = 1.509780
partial-wave limit / Sauter at 20, 60, 120 degree:
gamma=1.5: 0.999275 0.999283 0.999303
gamma=2.5: 0.999330 0.999228 0.999064
free-final limit / bound-only at 0, 20, 60, 120 degree:
0.999428 0.999616 0.999479 0.999536
all-orders/Sauter at 60 degree, gamma=2.5:
Z alpha=0.015: 0.960779
Z alpha=0.030: 0.924952
Z alpha=0.060: 0.861159
forward ratio, Z alpha 0.030/0.015 = 3.81646
gauge residual / bound term = 5.42e-16
low-speed omission coefficient = 0.376018
1s upper tail / prediction = 1.000509
1s lower tail / prediction = 0.999999
```
